# Magnetic-field magnitude from two divacancy resonances without the field direction

A spin-one divacancy in a field of 12 mT, tilted by 50° from the defect axis, can be made to report a field of 7.6 mT. This happens when the separation of its two resonance lines is read as if the field lay along the axis. In this case the separation is set mainly by the projection of the field on that axis, so an unknown tilt becomes an error in the magnitude. The remedy is to use the two line positions separately, together with the zero-field splitting $D$, in a combination from which the angle drops out.

Let the defect axis be $z$, and let the field have magnitude $B$ and direction $\mathbf n$, a unit vector at angle $\theta$ to $z$. With an isotropic $g$ factor and no transverse zero-field splitting ($E=0$), the spin Hamiltonian divided by Planck's constant is

$$
H=D\,Q+b\,S_n,\qquad Q=S_z^2-\tfrac23,\qquad S_n=\mathbf n\cdot\mathbf S,
$$

$$
b=\gamma B,\qquad \gamma=\frac{g\mu_B}{h}.
$$

The spin matrices are dimensionless, and $D$, $b$ and all levels are frequencies. The constant $-\tfrac23$ shifts all three levels equally, so it changes no resonance. It is chosen to make the trace of $H$ vanish: in the basis $|{+1}\rangle,|0\rangle,|{-1}\rangle$,

$$
Q=\mathrm{diag}\left(\tfrac13,-\tfrac23,\tfrac13\right),
$$

and $S_n$ has eigenvalues $1,0,-1$. Both are traceless, so the levels $\lambda_1\le\lambda_2\le\lambda_3$ satisfy

$$
\lambda_1+\lambda_2+\lambda_3=0 .
$$

The sum of their squares is the trace of $H^2$:

$$
\sum_i\lambda_i^2=D^2\,\mathrm{Tr}\,Q^2+2Db\,\mathrm{Tr}(QS_n)+b^2\,\mathrm{Tr}\,S_n^2 .
$$

The first trace is $\tfrac19+\tfrac49+\tfrac19=\tfrac23$. The last is $1+0+1=2$ for any $\mathbf n$, because the eigenvalues of $S_n$ do not depend on its direction. In the middle trace, $Q$ is diagonal while $S_x$ and $S_y$ have no diagonal elements, so they contribute nothing; the $S_z$ part gives $\tfrac13-\tfrac13=0$. Therefore

$$
\sum_i\lambda_i^2=\tfrac23D^2+2b^2 .
$$

The direction has disappeared. Each level still moves when the field is turned, but the sum of squares does not.

Resonances measure differences of levels, so this sum must be expressed through differences. Expanding the three squared differences gives

$$
\sum_{i<j}(\lambda_i-\lambda_j)^2=2\sum_i\lambda_i^2-2\sum_{i<j}\lambda_i\lambda_j .
$$

Squaring the zero sum of the levels gives $2\sum_{i<j}\lambda_i\lambda_j=-\sum_i\lambda_i^2$, and the right-hand side becomes $3\sum_i\lambda_i^2$. Now let both measured lines start from the lowest level:

$$
f_1=\lambda_2-\lambda_1,\qquad f_2=\lambda_3-\lambda_1 .
$$

The remaining difference is $\lambda_3-\lambda_2=f_2-f_1$, so

$$
3\sum_i\lambda_i^2=f_1^2+f_2^2+(f_2-f_1)^2=2\left(f_1^2+f_2^2-f_1f_2\right).
$$

Inserting the trace result on the left gives $2D^2+6b^2$. Division by 2 yields $D^2+3b^2=f_1^2+f_2^2-f_1f_2$, and hence

$$
\boxed{B=\frac1\gamma\sqrt{\frac{f_1^2+f_2^2-f_1f_2-D^2}{3}}}
$$

No expansion in the field has been made. The sign of $D$ is immaterial here, since it enters squared. A negative radicand means that the data, the value of $D$, the assignment of the lines or the Hamiltonian is at fault.

Two limits show how the combination works. For an axial field with $b<D$ and $D>0$, the lines are $D-b$ and $D+b$, and

$$
(D-b)^2+(D+b)^2-(D^2-b^2)=D^2+3b^2 .
$$

Here the separation $2b$ carries the information. For a field perpendicular to the axis, take it along $x$. The state $|0\rangle$, at $-\tfrac23D$, couples with strength $b$ to $(|{+1}\rangle+|{-1}\rangle)/\sqrt2$, at $\tfrac13D$. The antisymmetric partner stays at $\tfrac13D$. The coupled pair lies at $-\tfrac16D\pm R$ with $R=\sqrt{D^2/4+b^2}$, so the lines are $f_1=\tfrac12D+R$ and $f_2=2R$. Then

$$
\begin{aligned}
f_1^2+f_2^2-f_1f_2
&=\tfrac14D^2+DR+R^2+4R^2-DR-2R^2\\
&=\tfrac14D^2+3R^2=D^2+3b^2 .
\end{aligned}
$$

The separation is now $R-\tfrac12D$, which is close to $b^2/D$ when $b\ll D$. The axial reading almost loses such a field, whereas the upward shift of both lines retains its magnitude.

The formula requires knowledge of which level the two lines share. If they share the highest level, their frequencies are $\lambda_3-\lambda_2$ and $\lambda_3-\lambda_1$. The missing difference is again the difference of the two lines, and the boxed formula is unchanged. If they share the middle level, with frequencies $a=\lambda_2-\lambda_1$ and $c=\lambda_3-\lambda_2$, the missing difference is their sum. The squared differences then add to $2(a^2+c^2+ac)$, and

$$
3b^2=a^2+c^2+ac-D^2 .
$$

Two frequencies and $D$ therefore do not fix the field until this choice of sign is settled. Optical pumping of the divacancy favours $|0\rangle$, so the lines normally followed share the level richest in $|0\rangle$. For $D>0$ that level is the lowest whenever $b|\cos\theta|<D$, as follows.

Measure energies from that of $|0\rangle$. The states $|{\pm1}\rangle$ then lie at $\varepsilon_\pm=D\pm b\cos\theta$, both positive, and each couples to $|0\rangle$ with strength $v=b\sin\theta/\sqrt2$. If $v=0$, then $|0\rangle$ is plainly lowest. Otherwise the coupling pushes the lowest level to a negative energy $-x$. The rows of the eigenvalue equation for $|{\pm1}\rangle$ give amplitudes obeying

$$
|a_\pm|=\frac{v\,|a_0|}{x+\varepsilon_\pm},
$$

and the row for $|0\rangle$ gives

$$
x=\frac{v^2}{x+\varepsilon_+}+\frac{v^2}{x+\varepsilon_-}.
$$

The weight outside $|0\rangle$, relative to the weight in it, is therefore

$$
\frac{|a_+|^2+|a_-|^2}{|a_0|^2}
=\sum_\pm\frac{v^2}{(x+\varepsilon_\pm)^2}
<\frac1x\sum_\pm\frac{v^2}{x+\varepsilon_\pm}=1 ,
$$

because each $x+\varepsilon_\pm$ exceeds $x$. More than half of the lowest state is $|0\rangle$. Since the angle is unknown, the useful condition is the stronger one $b<D$, or $B<D/\gamma$, which needs no more than a rough prior bound on the field.

The direction has not vanished from the spectrum; it sits in the product of the levels. For three numbers of zero sum, $\sum_i\lambda_i^3=3\lambda_1\lambda_2\lambda_3$. The cyclic property of the trace gives

$$
\begin{aligned}
\mathrm{Tr}\,H^3={}&D^3\,\mathrm{Tr}\,Q^3+3D^2b\,\mathrm{Tr}(Q^2S_n)\\
&+3Db^2\,\mathrm{Tr}(QS_n^2)+b^3\,\mathrm{Tr}\,S_n^3 .
\end{aligned}
$$

The second trace vanishes because $Q^2$ is diagonal with equal entries for $|{\pm1}\rangle$, and the fourth because $1+0-1=0$. The first is $\tfrac1{27}-\tfrac8{27}+\tfrac1{27}=-\tfrac29$. For the third, $S_z^2$ is the identity with $|0\rangle$ removed, so

$$
\begin{aligned}
\mathrm{Tr}(S_z^2S_n^2)&=2-\langle0|S_n^2|0\rangle=2-\sin^2\theta=1+\cos^2\theta,\\
\mathrm{Tr}(QS_n^2)&=1+\cos^2\theta-\tfrac43=\cos^2\theta-\tfrac13 .
\end{aligned}
$$

Division of $\mathrm{Tr}\,H^3$ by 3 and solution for the angle give

$$
\cos^2\theta=\frac13+\frac{\lambda_1\lambda_2\lambda_3+2D^3/27}{Db^2}.
$$

For lines from the lowest level, inserting $\lambda_2=\lambda_1+f_1$ and $\lambda_3=\lambda_1+f_2$ in the zero sum gives

$$
\lambda_1=-\frac{f_1+f_2}3,\qquad
\lambda_2=\frac{2f_1-f_2}3,\qquad
\lambda_3=\frac{2f_2-f_1}3 .
$$

The same two lines thus yield the tilt as well as the magnitude. The azimuth, and the choice between $\theta$ and $180^\circ-\theta$, remain unknown. Unlike the magnitude, the tilt depends on the sign of $D$ and on whether the shared level is the lowest or the highest.

For a numerical case take $D=1300$ MHz, $g=2.00$, $B=12$ mT and $\theta=50^\circ$. Then $\gamma=27.9925$ MHz/mT and $b=335.91$ MHz. Diagonalization of $H$ gives levels at $-916.99$, $245.15$ and $671.84$ MHz. Rounded to 0.1 MHz, as readings might be, the lines are $f_1=1162.1$ MHz and $f_2=1588.8$ MHz. From these two numbers and $D$,

$$
\begin{aligned}
b&=\sqrt{\frac{2028417.4-1690000.0}{3}}\ \text{MHz}=335.87\ \text{MHz},\\
B&=\frac{335.87}{27.9925}\ \text{mT}=11.998\ \text{mT}=119.98\ \text{G}.
\end{aligned}
$$

The difference from 12 mT comes from rounding the lines. The axial reading gives $(1588.8-1162.1)/(2\times27.9925)=7.62$ mT, which is 36% below the true magnitude. For the tilt, the product of the levels is $-1.5101\times10^8$ MHz³ and $2D^3/27=1.6274\times10^8$ MHz³. They largely cancel, leaving $0.1173\times10^8$ MHz³. Division by $Db^2=1.4665\times10^8$ MHz³ gives 0.080, so $\cos^2\theta=0.413$ and $\theta=49.99^\circ$.

The crossing field $D/\gamma$ is 46.4 mT, so a prior assurance that the field is below this value justifies the minus sign, provided the two lines read do share the level richest in $|0\rangle$. The bound alone does not settle this: the lines of the example, taken as sharing the middle level, are also reproduced by 41.4 mT. For a field perpendicular to the axis, a microwave field at right angles to the static field does not connect the lowest level with the highest, so the only lines it drives share the middle level. A field of 60 mT at 5° shows what happens beyond it. The middle level now has a $|0\rangle$ weight of 0.935, and the lines from it lie at 423.5 and 2953.4 MHz. The plus sign returns 60.0 mT; the minus sign gives 50.4 mT. The wrong reading also yields $\cos^2\theta=0.956$, an allowed value. In this example it nevertheless contradicts itself: at 50.4 mT and that tilt, the level richest in $|0\rangle$ is the middle one, not the lowest. This check is not reliable: for the same 60 mT at a tilt of 10°, the wrong reading gives 47.9 mT and passes it. The third line settles the matter if it can be seen. In the 5° example it lies at the sum of the two, 3376.9 MHz, if they share the middle level, and at their difference, 2529.9 MHz, if they share an outer one. The line at the sum is weak here, because it joins two levels that both contain little $|0\rangle$.

Errors follow from differentiating $3b^2=f_1^2+f_2^2-f_1f_2-D^2$:

$$
6b\,db=(2f_1-f_2)\,df_1+(2f_2-f_1)\,df_2-2D\,dD .
$$

In the 12 mT example the three derivatives of $b$ are 0.365, 1.000 and $-1.290$. Independent errors of 0.1 MHz in the two lines produce an uncertainty of

$$
\frac{0.1\sqrt{0.365^2+1.000^2}}{27.9925}\ \text{mT}=0.004\ \text{mT}.
$$

The derivative with respect to $D$ is $-D/(3b)$, which grows as the field weakens. At zero field both lines lie at the true $D$. If the value used is then 1 MHz too small, the formula reports $\sqrt{(1300^2-1299^2)/3}=29.4$ MHz, a false field of about 1.05 mT; if it is 1 MHz too large, the radicand is negative. The method suits fields well above this floor, unless $D$ is known correspondingly better.

A transverse splitting changes the result in a simple way. The added term $E(S_x^2-S_y^2)$ connects $|{+1}\rangle$ with $|{-1}\rangle$ through a matrix element $E$ and has no other elements. Its square has trace $2E^2$. Its products with $Q$ and with $S_n$ are traceless, since $Q$ is diagonal and $S_n$ does not connect these two states. Hence $\mathrm{Tr}\,H^2$ gains $2E^2$, and

$$
b^2=\frac{f_1^2+f_2^2-f_1f_2-D^2}{3}-E^2
$$

for any direction, azimuth included. Neglect of $E$ overestimates $b$ by about $E^2/(2b)$ when $E\ll b$. If $E$ is known, the formula above accounts for it exactly. The proof that the lowest level is richest in $|0\rangle$ assumed $E=0$; with $E$ present the axial crossing moves down to $b=\sqrt{D^2-E^2}$, so the field should be kept clear of $D/\gamma$.

The parameters of the example are round values in the regime of divacancies in 4H-SiC whose axis lies along the crystal $c$ axis: roughly, $D$ is 1.3 GHz, $g$ is close to 2 and $E$ is small. With the field held at 12 mT and 50°, a residual $E$ of 1 MHz shifts the result by less than 0.0001 mT. Divacancies with other axes have lower symmetry and can have $E$ of tens of MHz; 20 MHz would add 0.021 mT if ignored. Near room temperature $D$ falls by very roughly 0.1 MHz/K, so an unnoticed warming by 10 K lowers the reported field by 0.046 mT, about twelve times the reading uncertainty above. An assumed excess of 0.002 in the perpendicular $g$ factor over the parallel one adds 0.007 mT.

Among the neglected effects sized at 12 mT and 50°, the largest error can come from a neighbouring nuclear spin, depending on how the lines are read. An isotropic hyperfine coupling of 10 MHz to one spin-half nucleus, a plausible size for a nearby silicon-29, splits the electronic levels into doublets, so that in the tilted field each line becomes four components of comparable strength. If single components are used as the two lines, the error depends on which are chosen and can reach 0.33 mT; this is the worst combination, taken without regard to line strength and with the nucleus's own Zeeman energy neglected. Using the centre of each group of four components reduces the error to 0.003 mT.

A tilted field also affects how well the lines can be seen. In the example the lowest level is still 96.2% $|0\rangle$, but this weight alone does not guarantee a good optical contrast, which also depends on how the field mixes the spin states of the optically excited level. A stronger transverse field mixes the states further, and the lines may become too weak to read while the frequency formula still holds. The spin Hamiltonian used here does not predict that contrast.

## Calculated quantities

```
Random test, largest relative error of b: 4.0e-14
Smallest |0> weight of lowest level, b|cos|<D: 0.540
Input D: 1300.0 MHz
Input g: 2.00
Input field: 12.00 mT
Input angle: 50.0 deg
gamma = g muB/h: 27.9925 MHz/mT
b = gamma B: 335.91 MHz
Crossing field D/gamma: 46.44 mT
Levels: -916.99, 245.15, 671.84 MHz
|0> weight of lowest level: 0.9623
Line f1, rounded: 1162.1 MHz
Line f2, rounded: 1588.8 MHz
f1^2 + f2^2 - f1 f2: 2028417.4 MHz^2
D^2: 1690000.0 MHz^2
b recovered: 335.87 MHz
B recovered: 11.998 mT
B recovered, converted: 119.98 G
cos^2(theta) recovered: 0.4133
Angle recovered: 49.99 deg
Axial estimate (f2-f1)/(2 gamma): 7.622 mT
db/df1: 0.3649
db/df2: 1.0000
db/dD: -1.2900
Line reading error assumed: 0.1 MHz
Resulting B uncertainty: 0.0038 mT
Rough dD/dT assumed: -0.1 MHz/K
Unnoticed warming assumed: 10 K
B error from warming: -0.0462 mT
B error from E = 1 MHz: +0.000053 mT
B error from E = 20 MHz: +0.0213 mT
g_perp - g_par assumed: 0.002
B error from g anisotropy: +0.0070 mT
Hyperfine coupling assumed: 10 MHz
B error, doublet centres used: +0.0026 mT
B error, worst choice of components: 0.3349 mT
High-field case, field: 60.0 mT
High-field case, angle: 5.0 deg
High-field |0> weight of middle level: 0.9351
High-field lines from middle level: 423.5, 2953.4 MHz
High-field B with plus sign: 60.000 mT
High-field B with minus sign (wrong): 50.357 mT
cos^2(theta) from the wrong reading: 0.9555
```
